# Car-Parrinello Dynamics with Position-Dependent Constraints and the Verlet Multiplier Iteration, part 1

(Sections cited here and not found follow in the second part.)

**Q.** In PAW the pseudo orbitals obey $\langle\tilde\psi_m|S(R)|\tilde\psi_n\rangle=\delta_{mn}$. I suspect one can keep the norm-conserving Car-Parrinello scheme and write $S$ wherever an overlap occurs. What has to be varied?

**A.** Use Hartree atomic units. Collect the $N$ pseudo orbitals as the columns of $\psi$, so that $\psi^\dagger O\psi$ is the matrix $\langle\tilde\psi_m|O|\tilde\psi_n\rangle$. The overlap operator $S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|$ is assumed positive definite and a sum of one-centre terms, each depending on one nuclear coordinate $R_I$. The occupations $f=\mathrm{diag}(f_n)$, $f_n>0$, are fixed, and $H$ is defined by $\delta E=\mathrm{tr}(\delta\psi^\dagger H\psi f)+\text{c.c.}$ at fixed $R$. With a scalar fictitious mass $\mu$ that is not weighted by $f_n$,

$$\mathcal L=\mu\,\mathrm{tr}\,\dot\psi^\dagger\dot\psi+\tfrac12\sum_IM_I\dot R_I^2-E+\mathrm{tr}\,\Lambda(G-1),\qquad G=\psi^\dagger S(R)\psi .$$

$G$ is Hermitian, so $G=1$ is $N^2$ real conditions. The trace of a product of two Hermitian matrices is real, and a Hermitian $\Lambda$ has $N^2$ real parameters, one per condition. Hence $\Lambda=\Lambda^\dagger$.

Treat $\psi$ and $\psi^\dagger$ as independent. The last term is $\sum_{mn}\Lambda_{nm}\langle\psi_m|S|\psi_n\rangle$, whose derivative with respect to $\langle\psi_m|$ is $\sum_nS|\psi_n\rangle\Lambda_{nm}$, the $m$-th column of $S\psi\Lambda$. The momentum $\partial\mathcal L/\partial\dot\psi^\dagger$ is $\mu\dot\psi$. The same last term depends on $R_I$ through $S$. With $D_I=\psi^\dagger\partial_IS\,\psi$ and $\partial_IE$ taken at fixed $\psi$,

$$\mu\ddot\psi=-H\psi f+S\psi\Lambda,\tag{1}$$

$$M_I\ddot R_I=-\partial_IE+\mathrm{tr}(\Lambda D_I).\tag{2}$$

Equation (1) is the substitution you propose. The term $\mathrm{tr}(\Lambda D_I)$ in (2) is new, and it vanishes for $S=1$.

**Q.** A multiplier that keeps orbitals orthonormal should not push nuclei. Can I drop that term?

**A.** The energy balance forbids it. Differentiating $G=1$ once in time, with $\dot S=\sum_I\partial_IS\,\dot R_I$,

$$\dot\psi^\dagger S\psi+\psi^\dagger S\dot\psi+\sum_ID_I\dot R_I=0.\tag{3}$$

Let $E_{\rm tot}=\mu\,\mathrm{tr}\,\dot\psi^\dagger\dot\psi+\frac12\sum M_I\dot R_I^2+E$. Its derivative is

$$\dot E_{\rm tot}=\big[\mathrm{tr}\,\dot\psi^\dagger(\mu\ddot\psi+H\psi f)+\text{c.c.}\big]+\sum_I\dot R_I(M_I\ddot R_I+\partial_IE).$$

By (1) the bracket is $\mathrm{tr}(\dot\psi^\dagger S\psi\Lambda)+\mathrm{tr}(\Lambda\psi^\dagger S\dot\psi)=\mathrm{tr}\,\Lambda(\dot\psi^\dagger S\psi+\psi^\dagger S\dot\psi)$, and by (3) this equals $-\sum_I\mathrm{tr}(\Lambda D_I)\dot R_I$. By (2) the nuclear sum is $+\sum_I\mathrm{tr}(\Lambda D_I)\dot R_I$, so $\dot E_{\rm tot}=0$. Without the term in (2) the nuclear sum is zero and $\dot E_{\rm tot}=-\sum_I\mathrm{tr}(\Lambda D_I)\dot R_I$. The constraint surface lies in the joint space of $\psi$ and $R$, and the constraint force does no work when it has both components of the normal. In the numerical check, on a test state with complex, randomly perturbed orbitals and $f=(2,1)$, the full equations conserve the energy. The truncated ones, with $\Lambda$ redetermined so that (3) still holds, gain 0.192510 Ha in 20 a.u. of time, equal to the time integral of this formula. The size and the sign of this error depend on the energy zero: a constant $v_0$ added to the potential adds $v_0\,\mathrm{tr}(fG)$ to $E$, which shifts $\Lambda$ by $v_0f$ and leaves (1) and (2) unchanged, but changes the truncated equations.

**Q.** Is the force in (2) the Born-Oppenheimer force when the electrons are relaxed?

**A.** Yes. Clamp the nuclei and let $\psi$ be stationary. Then (1) gives $H\psi f=S\psi\Lambda$, and multiplying by $\psi^\dagger$ gives $\Lambda_{mn}=H_{mn}f_n$. Hermiticity, $\Lambda_{mn}=\Lambda_{nm}^*=f_mH_{mn}$, requires $H_{mn}(f_n-f_m)=0$. So $H_{mn}$ vanishes between different occupations, and within a block of equal $f$ a unitary rotation, which leaves $E$ unchanged, makes it diagonal. Then $H\psi_n=\varepsilon_nS\psi_n$ and $\Lambda=\mathrm{diag}(f_n\varepsilon_n)$. Follow the solution as $R_I$ changes, with $\psi'=d\psi/dR_I$:

$$\frac{dE_{\rm BO}}{dR_I}=\partial_IE+\mathrm{tr}\,\Lambda(\psi'^\dagger S\psi+\psi^\dagger S\psi')=\partial_IE-\mathrm{tr}(\Lambda D_I),$$

where the last step uses $dG/dR_I=0$. The right side of (2) is therefore $-dE_{\rm BO}/dR_I$.

**Q.** And in motion? You have not shown that $\Lambda$ exists or is unique.

**A.** Differentiate (3) once more. Each mixed product appears twice, and "h.c." is the adjoint of the preceding term:

$$\ddot\psi^\dagger S\psi+\psi^\dagger S\ddot\psi+2\dot\psi^\dagger S\dot\psi+2(\psi^\dagger\dot S\dot\psi+\text{h.c.})+\psi^\dagger\ddot S\psi=0 .$$

One-centre terms have $\partial_I\partial_JS=0$ for coordinates of different atoms, so with one coordinate per atom $\ddot S=\sum_I(\partial_I^2S\,\dot R_I^2+\partial_IS\,\ddot R_I)$; in three dimensions the first sum also contains the mixed Cartesian derivatives on each atom. Define $K=\psi^\dagger S^2\psi$, $W=\psi^\dagger SH\psi$ and $L_K(Y)=KY+YK$. From (1), $\psi^\dagger S\ddot\psi=(-Wf+K\Lambda)/\mu$, and its adjoint is $(-fW^\dagger+\Lambda K)/\mu$. Insert (2) for $\ddot R_I$ and move every term without $\Lambda$ to the right:

$$\frac{L_K(\Lambda)}{\mu}+\sum_I\frac{D_I\,\mathrm{tr}(\Lambda D_I)}{M_I}=\frac{Wf+fW^\dagger}{\mu}-2\dot\psi^\dagger S\dot\psi-2(\psi^\dagger\dot S\dot\psi+\text{h.c.})-\sum_I\psi^\dagger\partial_I^2S\,\psi\,\dot R_I^2+\sum_I\frac{D_I\,\partial_IE}{M_I}.\tag{4}$$

Multiply the left side by $\Lambda$ and take the trace: $2\,\mathrm{tr}(\Lambda K\Lambda)/\mu+\sum_I[\mathrm{tr}(\Lambda D_I)]^2/M_I$. The columns of $S\psi$ are independent, so $K$ is positive definite and this is positive for $\Lambda\ne0$. The linear map on Hermitian matrices is thus invertible and $\Lambda$ is unique. Equations (1), (2), (4) were tested against generic constrained mechanics built from finite differences of $E$ and $G$; the relative deviations of $\ddot\psi$, $\ddot R$, $\Lambda$ are about $10^{-8}$ or smaller.

**Q.** Then put (4) into the Verlet step and be done.

**A.** Equation (4) enforces $\ddot G=0$. A discretized trajectory satisfies it up to the truncation error, and nothing in (4) returns $G$ to 1 once it has moved. It also needs velocities, which the position Verlet step does not have at time $t$. Fix $\Lambda$ instead by demanding the constraint at the new time, as in SHAKE. Let $\pm$ label times $t\pm h$, leave time $t$ unlabelled, replace $\ddot x$ by $(x^+-2x+x^-)/h^2$, and set $X=h^2\Lambda/\mu$, $\chi=S(R)\psi$:

$$\psi^+=\bar\psi+\chi X,\qquad\bar\psi=2\psi-\psi^--\frac{h^2}{\mu}H\psi f,\tag{5}$$

$$R_I^+=\bar R_I+\frac{\mu}{M_I}\mathrm{tr}(XD_I),\qquad\bar R_I=2R_I-R_I^--\frac{h^2}{M_I}\partial_IE.\tag{6}$$

The factor $\mu/M_I$ is $(h^2/M_I)(\mu/h^2)$. With $S^+=S(R^+)$ and $X^\dagger=X$, expand $(\bar\psi+\chi X)^\dagger S^+(\bar\psi+\chi X)=1$:

$$A+XB+B^\dagger X+XCX=1,\tag{7}$$

$$A=\bar\psi^\dagger S^+\bar\psi,\qquad B=\chi^\dagger S^+\bar\psi,\qquad C=\chi^\dagger S^+\chi .$$

$A$ and $C$ are Hermitian, $B$ in general is not. A mass $\mu f_n$ would replace $X$ by $Xf^{-1}$ in (5), which is not Hermitian when $X$ couples states of unequal occupation; this is why the unweighted mass was chosen. Note that (7) is not a closed matrix equation: $A$, $B$, $C$ contain $S(R^+)$, and $R^+$ contains $X$ by (6). Solve (7) at fixed $R^+$ in an inner loop and update $R^+$ in an outer loop.

**Q.** For $S=1$ and small $h$ both $B$ and $C$ are close to 1, and $X\leftarrow X+\frac12(1-A-XB-B^\dagger X-XCX)$ converges fast. Why not reuse it?

**A.** Because $B$ is not close to 1 here. As $h\to0$, $\bar\psi\to\psi$ and $S^+\to S$, so $B\to K$, $A\to1$ and the physical root has $X\to0$. An error $\delta$ in $X$ is then mapped to $\delta-\frac12(\delta K+K\delta)$. In the eigenbasis of $K$, with eigenvalues $k_i$, the element $\delta_{ij}$ is multiplied by $1-(k_i+k_j)/2$. The mean of two eigenvalues lies between them, so the rate (error reduction factor per pass) is $\max_i|1-k_i|$, and since $k_i>0$ the loop diverges in this limit when some $k_i>2$.

A lower bound on $K$ shows when that must happen. The operator $\Pi=\psi(\psi^\dagger\psi)^{-1}\psi^\dagger$ is an orthogonal projector, $\Pi\le1$, so

$$K=\chi^\dagger\chi\ \ge\ \chi^\dagger\Pi\chi=G(\psi^\dagger\psi)^{-1}G=(\psi^\dagger\psi)^{-1}.$$

If some combination of occupied pseudo orbitals carries less than half of its norm in the plane-wave part, $\psi^\dagger\psi$ has an eigenvalue below $\frac12$ and $K$ has one above 2. This condition is sufficient, and reducing $h$ does not remove it.

**Q.** What iteration replaces it?

**A.** Invert the large linear part instead of approximating it by 1. Write $B=B_h+B_a$ with $B_h=\frac12(B+B^\dagger)$, $B_a=\frac12(B-B^\dagger)$, so $B^\dagger=B_h-B_a$ and $XB+B^\dagger X=L_{B_h}(X)+[X,B_a]$. Equation (7) suggests

$$B_hX^{(k+1)}+X^{(k+1)}B_h=1-A-[X^{(k)},B_a]-X^{(k)}CX^{(k)}.\tag{8}$$

The right side $Y$ is Hermitian, because $(XB_a-B_aX)^\dagger=-B_aX+XB_a$. Diagonalize $B_h=UbU^\dagger$ once. Multiplying (8) by $U^\dagger$ and $U$ gives $(b_i+b_j)(U^\dagger X^{(k+1)}U)_{ij}=(U^\dagger YU)_{ij}$, solved by a division, which is safe while $B_h$ stays positive definite like its limit $K$. The start is $X^{(0)}=L_{B_h}^{-1}(1-A)$.

Put $X^{(k)}=X+\delta$, subtract the fixed-point equation and drop $\delta C\delta$:

$$\delta\ \to\ -L_{B_h}^{-1}\big([\delta,B_a]+\delta\,CX+XC\,\delta\big).\tag{9}$$

The loop converges locally if the spectral radius of (9) is below 1. For small $h$, $\psi^-=\psi-h\dot\psi+O(h^2)$ gives $\bar\psi=\psi+h\dot\psi+O(h^2)$, and $S^+=S+h\dot S+O(h^2)$, so

$$B=K+hB_1+O(h^2),\qquad B_1=\psi^\dagger S^2\dot\psi+\psi^\dagger S\dot S\psi .$$

$K$ is Hermitian, so $B_a=hB_{1a}+O(h^2)$ with $B_{1a}$ the anti-Hermitian part of $B_1$, while $X=O(h^2)$. To leading order the rate is $h$ times the spectral radius of $\delta\to L_K^{-1}[\delta,B_{1a}]$. On the trajectory of the test state, at $t=5$ a.u., this coefficient is $0.025947$ per a.u. of time, and the measured rate divided by $h$ reproduces it at $h=0.002$ and $0.001$. For slow motion at a practical step the $h^2$ terms can be the larger ones, as the example below shows.

**Q.** A quadratic equation has several roots. Which one does (8) find, and can there be none?

**A.** One orbital shows both. Then (7) is $a+2bx+cx^2=1$ with $b=\mathrm{Re}\,B$, $c>0$, and

$$x_\pm=\frac{-b\pm\sqrt{b^2+c(1-a)}}{c}.$$

As $h\to0$, $a\to1$, so $x_+\to0$ and $x_-\to-2b/c$. The root $x_+$ is the one of order $h^2$. Iteration (8) is $x\to(1-a-cx^2)/2b$ with slope $-cx/b=1\mp\sqrt{b^2+c(1-a)}/b$ at $x_\pm$. For $b>0$ the slope at $x_-$ exceeds 1, so $x_-$ repels. At $x_+$ the slope has modulus below 1 if $0<b^2+c(1-a)<4b^2$. If $c(a-1)>b^2$ there is no real root: the line $\bar\psi+\chi x$ misses the constraint surface and the step is too long.

**Q.** The outer loop changes $R^+$ by $h^2\,\mathrm{tr}(\Lambda D_I)/M_I$. Surely its rate is $O(h^2)$ and a small step cures any trouble.

This part has derived the equations of motion, including the constraint force on the nuclei, shown that $\Lambda$ is unique, and given an inner loop (8) for the constraint at fixed $R^+$, which converges locally if the spectral radius of (9) is below 1. It remains to settle the convergence of the outer loop for $R^+$ and the order and reversibility of the scheme, and to work through a numerical example.

Numbers in the example were calculated in double precision.
